# Screened Coulomb means and level shifts in hydrogen, derived two ways

## First derivation: integrating the radial functions

Suppose that the attraction between electron and proton in a hydrogen atom is weakened by an exponential factor with a screening length of 20 angstrom. To first order in the change of potential, the 1s level rises by 0.706 eV, the 3s level by 0.607 eV and the 3d level by 0.630 eV. Without screening, and with the proton held fixed, the 1s electron is bound by 13.606 eV and the two n = 3 states by 1.512 eV each. The shift is thus about 5% of the binding energy in 1s and about 40% in 3s, yet the shifts themselves are similar. Why are they so nearly equal, why is the smaller one found in the larger orbit, and why do 3s and 3d, which start at the same energy, move by different amounts?

### The quantity to be found

The atom is treated without relativity or spin, with a fixed proton of charge one. The algebra is in atomic units: lengths in bohr, energies in hartree. The screened potential energy is $-e^{-\lambda r}/r$, where $\lambda\ge 0$ is the inverse screening length. This static, spherical screening is a model and leaves out any response of a surrounding medium to the motion of the electron.

Relative to the Coulomb energy $-1/r$, the potential energy has changed by

$$
W(r)=\frac{1-e^{-\lambda r}}{r}\ge 0 .
$$

The first-order shift of the level $nl$ is the mean of $W$ in the unscreened state. We write

$$
M_{nl}(\lambda)=\left\langle \frac{e^{-\lambda r}}{r}\right\rangle_{nl},
\qquad
\Delta_{nl}=\langle W\rangle_{nl}=M_{nl}(0)-M_{nl}(\lambda).
$$

Since $W$ depends on $r$ alone, it has no matrix elements between states of different angular momentum. The states of one $n$ are degenerate, but $W$ is already diagonal among them when they are labelled by $l$ and $m$, so its mean in each state is the correct first-order shift.

With $t=n\lambda/2$, the result to be derived is

$$
M_{nl}(\lambda)=\frac{1}{n^2(1+t)^{2n}}\;
{}_2F_1\!\left(-(n-l-1),-(n+l);1;t^2\right). \tag{1}
$$

The hypergeometric function is defined by

$$
{}_2F_1(\alpha,\beta;\gamma;z)=\sum_{j\ge0}
\frac{(\alpha)_j(\beta)_j}{(\gamma)_j\,j!}\,z^j,
\qquad (\alpha)_j=\alpha(\alpha+1)\cdots(\alpha+j-1).
$$

For a nonnegative integer $k$, $(-k)_j=(-1)^j k!/(k-j)!$ when $j\le k$, and it vanishes when $j>k$. Also $(1)_j=j!$. The two signs $(-1)^j$ in (1) cancel, and with $k=n-l-1$ the function is the finite sum

$$
F(t^2)=\sum_{j=0}^{k}\binom{k}{j}\binom{n+l}{j}t^{2j}. \tag{2}
$$

### The radial functions

Let $u=rR_{nl}$ and $x=2r/n$. The radial equation with energy $-1/(2n^2)$ becomes, after multiplication by $-n^2/2$,

$$
u''-\frac{l(l+1)}{x^2}u+\frac{n}{x}u-\frac14u=0, \tag{3}
$$

where primes mean derivatives with respect to $x$. Put $u=x^{l+1}e^{-x/2}y$. Differentiating the prefactor twice gives

$$
u''=x^{l+1}e^{-x/2}\left[y''+\left(\frac{2l+2}{x}-1\right)y'
+\left(\frac{l(l+1)}{x^2}-\frac{l+1}{x}+\frac14\right)y\right].
$$

The centrifugal term and the constant $1/4$ cancel in (3). Multiplying what remains by $x$ leaves

$$
x y''+(a+1-x)y'+k y=0,\qquad a=2l+1,\quad k=n-l-1 .
$$

For a power series $y=\sum_i c_i x^i$ this requires $(i+1)(i+a+1)c_{i+1}=(i-k)c_i$. The series stops at $i=k$, and its coefficients are those of the Laguerre polynomial

$$
L_k^a(x)=\sum_{i=0}^{k}(-1)^i\binom{k+a}{k-i}\frac{x^i}{i!},
$$

because the ratio of successive coefficients here is $-(k-i)/[(i+1)(i+a+1)]$. Hence $R_{nl}=N x^l e^{-x/2}L_k^a(x)$, with a constant $N$ still to be fixed. Two combinations will recur: $k+a=n+l$ and $2k+a+1=2n$.

In the mean, $\lambda r=\lambda n x/2=t x$. The volume element $r^2dr$ and the factor $1/r$ together give $r\,dr=(n/2)^2x\,dx$. Therefore

$$
M_{nl}=N^2\left(\frac n2\right)^2 I(t),\qquad
I(t)=\int_0^\infty x^a e^{-(1+t)x}\left[L_k^a(x)\right]^2dx. \tag{4}
$$

Normalization contains one more power of $r$. That power can be produced by differentiating $I$ with respect to $t$, which brings down $-x$:

$$
1=N^2\left(\frac n2\right)^3\int_0^\infty x^{a+1}e^{-x}[L_k^a]^2dx
=-N^2\left(\frac n2\right)^3 I'(0).
$$

Dividing (4) by this equation eliminates $N$:

$$
M_{nl}=-\frac{2}{n}\,\frac{I(t)}{I'(0)}. \tag{5}
$$

One integral therefore supplies both the mean and its normalization.

### The integral from a generating function

Multiply the definition of $L_k^a$ by $v^k$ and sum over $k$. For fixed $i$, with $k=i+p$, the binomial series gives

$$
\sum_{p\ge0}\binom{p+i+a}{p}v^{i+p}=\frac{v^i}{(1-v)^{i+a+1}} .
$$

The remaining sum over $i$ is an exponential series, so

$$
\sum_{k\ge0}v^kL_k^a(x)=\frac{1}{(1-v)^{a+1}}
\exp\!\left(-\frac{xv}{1-v}\right),\qquad |v|<1 .
$$

Take two such series, with variables $u$ and $v$ (this $u$ is now a number, not the radial function), multiply them by $x^ae^{-sx}$ with $s=1+t$, and integrate. For small $|u|$ and $|v|$ sum and integral may be exchanged: if every term is replaced by its absolute value, the series grow at most like exponentials with small rates, which $e^{-sx}$ outweighs. The integral is of the form $\int_0^\infty x^ae^{-cx}dx=a!/c^{a+1}$, with $c=s+u/(1-u)+v/(1-v)$. Absorbing the two prefactors into the denominator gives

$$
\sum_{j,k}u^jv^k\int_0^\infty x^ae^{-sx}L_j^aL_k^a\,dx=\frac{a!}{D^{a+1}},
$$

$$
\begin{aligned}
D&=s(1-u)(1-v)+u(1-v)+v(1-u)\\
&=s-(s-1)(u+v)+(s-2)uv\\
&=(1+t)-t(u+v)+(t-1)uv .
\end{aligned}
$$

The wanted $I(t)$ is the coefficient of $u^kv^k$. To extract it, separate a product from $D$. With $q=t/(1+t)$,

$$
D=(1+t)\left[(1-qu)(1-qv)-\frac{uv}{(1+t)^2}\right].
$$

The constant and linear terms agree at once. The coefficient of $uv$ is $(1+t)[q^2-(1+t)^{-2}]=(t^2-1)/(1+t)=t-1$, as required.

Expanding in the last term of the bracket, we have

$$
\frac{1}{D^{a+1}}=\frac{1}{(1+t)^{a+1}}\sum_{m\ge0}\binom{a+m}{m}
\frac{(uv)^m}{(1+t)^{2m}}
\frac{1}{[(1-qu)(1-qv)]^{a+1+m}} .
$$

To reach $u^kv^k$, the factor $(1-qu)^{-(a+1+m)}$ must contribute $u^{k-m}$. Its coefficient is $\binom{a+k}{k-m}q^{k-m}$, and the factor in $v$ contributes the same number. Let $j=k-m$. Then

$$
I(t)=a!\sum_{j=0}^{k}\binom{a+k-j}{k-j}\binom{a+k}{j}^2
\frac{q^{2j}}{(1+t)^{a+1+2(k-j)}} .
$$

The powers simplify because $q^{2j}=t^{2j}(1+t)^{-2j}$: the total power of $1+t$ is $-(a+1+2k)=-2n$, whatever $j$ is. The factorials simplify as

$$
a!\,\frac{(a+k-j)!}{a!\,(k-j)!}\,
\frac{[(a+k)!]^2}{(j!)^2[(a+k-j)!]^2}
=\frac{(a+k)!}{k!}\binom{k}{j}\binom{a+k}{j}.
$$

With $a+k=n+l$, this means

$$
I(t)=\frac{(n+l)!}{k!}\,\frac{F(t^2)}{(1+t)^{2n}} .
$$

At $t=0$, $F=1$. Since $F$ is even in $t$, only the denominator contributes to the first derivative there, and $I'(0)=-2n\,I(0)$. Equation (5) becomes $M_{nl}=I(t)/[n^2I(0)]$, which is (1).

### Special cases

For 1s, $k=0$ and $t=\lambda/2$, so

$$
M_{1s}=\frac{1}{(1+\lambda/2)^2}=\frac{4}{(2+\lambda)^2}.
$$

The direct integral $4\int_0^\infty r e^{-(2+\lambda)r}dr$ gives the same. For every state with $l=n-1$, whose radial function has no node, $F=1$.

For large $\lambda$ the term $j=k$ dominates (2), and $M_{nl}$ falls as $t^{2k-2n}=t^{-2l-2}$. The exponential then samples the density close to the proton, where $R_{nl}^2\propto r^{2l}$ and $\int r^{2l+1}e^{-\lambda r}dr\propto\lambda^{-2l-2}$.

### Expansion for weak screening

Let $\Lambda=l(l+1)$. The coefficient of $t^2$ in $F$ is $(n-l-1)(n+l)=n^2-n-\Lambda$. The prefactor has the binomial expansion

$$
(1+t)^{-2n}=1-2nt+n(2n+1)t^2-\frac{2n(2n+1)(n+1)}{3}t^3+O(t^4).
$$

Multiplying the two series gives $2n^2+n+n^2-n-\Lambda=3n^2-\Lambda$ at second order. At third order the coefficient is

$$
-\frac{2n}{3}\left[(2n+1)(n+1)+3(n^2-n-\Lambda)\right]
=-\frac{2n}{3}(5n^2+1-3\Lambda).
$$

After division by $n^2$ and the substitution $t=n\lambda/2$, we obtain

$$
\Delta_{nl}=\lambda-\frac{\lambda^2}{4}(3n^2-\Lambda)
+\frac{\lambda^3n^2}{12}(5n^2+1-3\Lambda)+O(\lambda^4). \tag{6}
$$

Expanding the exponential under the integral gives $\Delta_{nl}=\lambda-\lambda^2\langle r\rangle/2+\lambda^3\langle r^2\rangle/6-\cdots$. Comparison yields

$$
\langle r\rangle=\frac{3n^2-\Lambda}{2},\qquad
\langle r^2\rangle=\frac{n^2(5n^2+1-3\Lambda)}{2}.
$$

The full series converges for $|\lambda|<2/n$. Its limit is set by the pole of (1) at $t=-1$, where the numerator is $\sum_j\binom kj\binom{n+l}{j}=\binom{2n-1}{k}$ and does not vanish. The pole lies at negative $\lambda$, so the closed form itself holds for all $\lambda\ge0$.

The leading term answers the first opening question. Near the proton the screened potential energy is $-1/r+\lambda$, and a constant raises every state equally. Its source is the screening charge: from Poisson's equation its density is $-\lambda^2e^{-\lambda r}/(4\pi r)$, its total is $-1$, and its electrostatic potential at the proton is $-\lambda$. An electron there has energy $+\lambda$ in that potential. Farther out the repulsion from the screening charge is weaker, which at second order in $\lambda$ lowers the shift by $\lambda^2\langle r\rangle/2$. This is why the larger orbit rises less. At fixed $n$, $\langle r\rangle$ decreases with $l$, so 3d rises more than 3s.

### The numbers for n = 2

With a Bohr radius of 0.529177 angstrom, $\lambda=0.529177/20=0.0264589$. One hartree is 27.211386 eV, so the common leading rise is 0.71998 eV. For $n=2$, $t=\lambda$ and $(1+t)^{-4}=0.900811$. The factor $F$ is 1 for 2p and $1+2t^2=1.001400$ for 2s. Hence

$$
M_{2s}=\frac{27.211386}{4}(0.900811)(1.001400)\ \text{eV}=6.13666\ \text{eV},
$$

while $M_{2p}=6.12808$ eV. Subtracting each from $27.211386/4=6.80285$ eV gives shifts of 0.6662 eV for 2s and 0.6748 eV for 2p.

The first two terms of (6) are $\lambda-3\lambda^2$ for 2s and $\lambda-5\lambda^2/2$ for 2p. They give 0.6628 eV and 0.6724 eV. Including the cubic term changes these to 0.6664 eV and 0.6749 eV, close to the closed-form shifts.

## Second derivation: ladder operators, and what each route assumes

The symbols carried over are $x=2r/n$, $t=n\lambda/2$, $k=n-l-1$ and $\Lambda=l(l+1)$. The mean $M_{nl}$ of $e^{-\lambda r}/r$ is given by (1), with the finite sum $F$ in (2), and the first-order shift $\Delta_{nl}=1/n^2-M_{nl}$ has the expansion (6). The reduced radial function $u=rR_{nl}$ obeys (3). The following derivation starts again from (3) and uses neither Laguerre polynomials nor their integrals.

### The radial equation as a ladder

Multiply (3) by $-x$. It becomes an eigenvalue equation for $n$:

$$
K_0u=nu,\qquad
K_0=A+\frac x4,\qquad
A=-x\frac{d^2}{dx^2}+\frac{\Lambda}{x}.
$$

Define $S=x\,d/dx$. The product rule gives three commutators:

$$
[A,x]=-2S,\qquad [S,x]=x,\qquad [S,A]=-A .
$$

The last one states that each term of $A$ scales as the inverse of $x$. Now let

$$
K_\pm=A-\frac x4\pm S .
$$

For these operators,

$$
\begin{aligned}
[K_0,K_\pm]&=-\tfrac14[A,x]+\tfrac14[x,A]\pm[A,S]\pm\tfrac14[x,S]\\
&=S\pm\left(A-\tfrac x4\right)=\pm K_\pm,\\
[K_-,K_+]&=2\left[A-\tfrac x4,S\right]=2\left(A+\tfrac x4\right)=2K_0 .
\end{aligned}
$$

In the first line, the two terms containing $A$ and $x$ contribute $S/2$ each. Thus $K_+$ raises an eigenvalue of $K_0$ by one and $K_-$ lowers it by one. Adding $K_+$ and $K_-$ gives $2A-x/2=2K_0-x$, hence

$$
x=2K_0-K_+-K_- . \tag{7}
$$

The scalar product suited to these operators is

$$
(f,g)=\int_0^\infty f(x)g(x)\frac{dx}{x},
$$

for real functions that behave as $x^{l+1}$ at the origin and decay exponentially. Integration by parts then has no boundary terms. It shows that $K_0$ is symmetric and $S$ is antisymmetric, so $K_-$ is the adjoint of $K_+$.

The lowest function is $\phi_0\propto x^{l+1}e^{-x/2}$. It satisfies (3) with $n=l+1$, and $S\phi_0=(l+1-x/2)\phi_0$. Since $K_-=K_0-x/2-S$, it follows that $K_-\phi_0=0$. Applying $K_+$ repeatedly produces functions with eigenvalues $l+1+k$. Each has the required behaviour at both ends. Equation (3) has just one independent solution that is regular at the origin, so the normalized function $\phi_k$ is the radial function of the state $nl$ up to a constant.

Let $c_k$ be the squared norm of $K_+\phi_k$. Because $K_-K_+=K_+K_-+2K_0$,

$$
c_k=c_{k-1}+2(l+1+k),\qquad c_{-1}=0 .
$$

Summing these increments gives $c_k=(k+1)(k+2l+2)$. With positive signs chosen for the normalized functions,

$$
K_+\phi_k=\sqrt{c_k}\,\phi_{k+1},\qquad
K_-\phi_k=\sqrt{k(n+l)}\,\phi_{k-1}. \tag{8}
$$

The second square root uses $c_{k-1}=k(k+2l+1)$ and $k+2l+1=n+l$.

### The mean as a matrix element

Write $u=C\phi_k$. The ordinary normalization is $\int u^2dr=1$, and $dr=(n/2)x\,dx/x$. By (7), and because $K_\pm\phi_k$ is orthogonal to $\phi_k$, $(\phi_k,x\phi_k)=2n$. Thus $C^2(n/2)(2n)=1$, or $C^2=1/n^2$. In the mean, $dr/r=dx/x$, and therefore

$$
M_{nl}=\frac{1}{n^2}\left(\phi_k,e^{-tx}\phi_k\right). \tag{9}
$$

The factor $1/r$ in the screened potential is what turns the physical mean into a matrix element with this scalar product.

### Separating the exponential

We want to write $e^{-tx}$ so that lowering operators act first and raising operators last. Consider

$$
V(t)=e^{qK_+}(1+t)^{-2K_0}e^{qK_-},\qquad q=\frac{t}{1+t}. \tag{10}
$$

This is meant as a matrix in the functions $\phi_k$. Each element is a finite sum, because repeated lowering ends at $\phi_0$, and the raising exponential acts as a lowering exponential on the function to its left.

Differentiate (10), using $dq/dt=(1+t)^{-2}$, and move each new operator to the left of all three factors. For $K_0$ and $K_-$ the nested commutators end:

$$
\begin{aligned}
e^{qK_+}K_0e^{-qK_+}&=K_0-qK_+,\\
e^{qK_+}K_-e^{-qK_+}&=K_--2qK_0+q^2K_+ .
\end{aligned}
$$

Before $K_-$ passes the raising exponential it must pass the middle factor. It lowers $K_0$ by one, so this produces $(1+t)^2$, which cancels $dq/dt$. Hence

$$
\frac{dV}{dt}=\left[\frac{K_+}{(1+t)^2}
-\frac{2(K_0-qK_+)}{1+t}
+K_--2qK_0+q^2K_+\right]V .
$$

The coefficient of $K_+$ is $(1+2t+t^2)/(1+t)^2=1$. The coefficient of $K_0$ is $-2/(1+t)-2t/(1+t)=-2$. By (7),

$$
\frac{dV}{dt}=(K_+-2K_0+K_-)V=-xV,\qquad V(0)=1 .
$$

Repeated differentiation at $t=0$ shows that every matrix element of $V$ has the same Taylor coefficients as that of $e^{-tx}$. Both are analytic for real $t>-1$, so they agree there, and in particular for $t\ge0$.

Now act with the lowering exponential on $\phi_k$. From (8),

$$
K_-^j\phi_k=\left[\frac{k!}{(k-j)!}\frac{(n+l)!}{(n+l-j)!}\right]^{1/2}\phi_{k-j}.
$$

The series for $e^{qK_-}$ divides this by $j!$ and multiplies it by $q^j$. The same coefficient comes from the left side of the matrix element, so its square appears:

$$
\begin{aligned}
(\phi_k,e^{-tx}\phi_k)
&=\sum_{j=0}^{k}\binom kj\binom{n+l}{j}\frac{q^{2j}}{(1+t)^{2(n-j)}}\\
&=\frac{1}{(1+t)^{2n}}\sum_{j=0}^{k}\binom kj\binom{n+l}{j}t^{2j}.
\end{aligned}
$$

Together with (9) this is (1). The sum terminates because a state with $k$ radial nodes can be lowered only $k$ times at fixed $l$.

### The shift from the same ladder

The expansion also follows without the closed form. By (7) and (8),

$$
x\phi_k=2n\phi_k-\sqrt{c_k}\,\phi_{k+1}-\sqrt{c_{k-1}}\,\phi_{k-1},
$$

where $c_k=n^2+n-\Lambda$ and $c_{k-1}=n^2-n-\Lambda$. The squared norm of this vector is

$$
(\phi_k,x^2\phi_k)=4n^2+c_k+c_{k-1}=6n^2-2\Lambda .
$$

For the third power, take the matrix element of $x$ in the same vector. The diagonal elements of $x$ are $2n$, $2n+2$ and $2n-2$. The terms that connect neighbours contribute $4n(c_k+c_{k-1})$. Thus

$$
\begin{aligned}
(\phi_k,x^3\phi_k)&=8n^3+6n(c_k+c_{k-1})+2(c_k-c_{k-1})\\
&=4n(5n^2+1-3\Lambda).
\end{aligned}
$$

Insert these values into (9) with $e^{-tx}=1-tx+t^2x^2/2-t^3x^3/6+\cdots$. The three corrections to $M_{nl}$ are $-\lambda$, $\lambda^2(3n^2-\Lambda)/4$ and $-\lambda^3n^2(5n^2+1-3\Lambda)/12$. Reversing their signs gives (6).

### How good the mean is as an energy shift

Both derivations evaluate a mean in an unscreened state. The actual screened state is different, and its energy contains more than $\Delta_{nl}$. Write $W=\lambda+W'$. The constant $\lambda$ cannot change the state, and

$$
W'=-\frac{\lambda^2r}{2}+\frac{\lambda^3r^2}{6}-\cdots .
$$

At fixed $l$ an unscreened level is separated from the others by a finite gap. Since $0\le W\le\lambda$, the size of $W'$ nowhere exceeds $\lambda$, so for small $\lambda$ the gap persists. Acting on the exponentially decaying bound state, $W'$ gives a vector of size $O(\lambda^2)$. The energy beyond first order contains this vector twice, divided by a gap, and is $O(\lambda^4)$. The terms written in (6) are therefore correct for the energy of the actual screened level as well.

For 1s the next term can be found explicitly. Let $\psi_0\propto e^{-r}$, and treat $r$ as the perturbation. Its first-order correction $\psi_1=f\psi_0$ obeys

$$
-\frac12\left(f''+\frac{2f'}{r}-2f'\right)=\frac32-r,
$$

where primes now denote derivatives with respect to $r$. The solution is $f=-r^2/2$ plus a constant that makes $\psi_1$ orthogonal to $\psi_0$. The 1s means are $\langle r\rangle=3/2$, $\langle r^2\rangle=3$, $\langle r^3\rangle=15/2$ and $\langle r^4\rangle=45/2$. The second-order energy for the perturbation $r$ is

$$
-\frac12\left(\langle r^3\rangle-\langle r\rangle\langle r^2\rangle\right)=-\frac32 .
$$

The actual coefficient of $r$ is $-\lambda^2/2$. Its square supplies $\lambda^4/4$, and the correction is $-3\lambda^4/8$. The cross term between $-\lambda^2r/2$ and $\lambda^3r^2/6$ is

$$
2\left(-\frac{\lambda^5}{12}\right)\left(-\frac12\right)
\left(\langle r^4\rangle-\langle r^2\rangle^2\right)=\frac{9\lambda^5}{8}.
$$

Third-order perturbation theory starts at $\lambda^6$. Through $\lambda^5$, the energy beyond first order is thus $-(3\lambda^4/8)(1-3\lambda)$.

For the 20 angstrom example, the screened radial Hamiltonian was diagonalized in a basis of 30 functions, each a Laguerre polynomial times $x^{l+1}e^{-x/2}$. For 1s the resulting level lies $4.6\times10^{-6}$ eV below the first-order energy. The term $-3\lambda^4/8$ alone gives $-5.0\times10^{-6}$ eV, and the factor $1-3\lambda=0.92$ accounts for the difference at this precision. Amounts of this size test the perturbation series within the model only. In a real hydrogen atom the neglected relativistic correction to the 1s energy, about $1.8\times10^{-4}$ eV, and the neglected motion of the proton, about $7\times10^{-3}$ eV, are far larger.

The first-order energies $-1/(2n^2)+\Delta_{nl}$ and the diagonalized levels compare as follows.

| State | First order (eV) | Diagonalized (eV) |
|---|---:|---:|
| 2s | −2.7352 | −2.7354 |
| 2p | −2.7267 | −2.7268 |
| 3s | −0.9047 | −0.9061 |
| 3d | −0.8821 | −0.8834 |

For the lowest state of each $l$, the first-order energy is the mean of the full screened Hamiltonian in a trial state, and is therefore an upper bound to the level. This applies to 1s, 2p and 3d. The argument does not cover 2s or 3s, although here their levels also lie below the first-order values.

The 2p–2s splitting is $\lambda^2/2=0.0095$ eV at leading order. The closed-form means give 0.0086 eV, and so does the diagonalization. The cubic term of (6) changes the splitting by $-2\lambda^3$, or about −0.0010 eV. This gives 0.0085 eV, slightly overshooting the reduction, and the higher terms of the closed form restore the remaining 0.00006 eV.

For 3s the product $\lambda\langle r\rangle=13.5\lambda$ is already 0.36, and the second term of (6) is half of this, or 18%, of the first. The cubic expansion gives a shift of 0.6088 eV, the closed form 0.6070 eV, and the diagonalization 0.6056 eV. Evaluating $M_{nl}$ in closed form removes the truncation error of (6), but leaves the change of the state untreated. Both errors begin at $\lambda^4$.

At strong screening the first-order picture fails. As $\lambda\to\infty$, $M_{nl}\to0$ and the estimated energy tends to $+1/(2n^2)$, which cannot be the energy of a bound state here. The screened potential falls off exponentially, so at positive energy the radial function $u$ keeps oscillating at large $r$ without decaying and cannot be normalized. For 1s the estimate reaches zero at $\lambda=2(\sqrt2-1)$. Since it is an upper bound, the true 1s level is still bound there.

### What the two derivations assume

Both routes need a nonrelativistic Coulomb bound state with integer $k$. Neither needs small $\lambda$ to obtain (1). That restriction enters when the mean is expanded, or when it is interpreted as an energy shift.

The integration route assumes the explicit radial polynomial and its generating function. In return, every step is an ordinary integral or a power series. The same method reaches matrix elements between different $n$: the two polynomials then have different arguments, but the exponents remain linear in $r$ and the integral stays elementary.

The ladder route assumes less about the form of the functions, but more about the structure of the problem. It needs the regular boundary condition at the origin, which makes $K_+$ and $K_-$ adjoints, and it needs $x$ to be a linear combination of $K_0$, $K_+$ and $K_-$. For a general central potential the radial equation does not supply this ladder, and (10) is then of no help. A mean of $e^{-\lambda r}/r$ can still be integrated numerically in such a state, but (1) does not apply to it.

The routes also place the normalization differently. In the first, it comes from the slope of $I(t)$ at $t=0$. In the second, it comes from the diagonal element $2n$ of $x$. These are the same fact, since the slope of $(\phi_k,e^{-tx}\phi_k)$ at $t=0$ is $-2n$. It fixes the leading shift at $\lambda$ for every state: the factor $n$ in $t=n\lambda/2$ and the factor $2n$ in the slope cancel the $1/n^2$ in (9).

Numbers in the example were calculated in double precision.
